**High-barrier relaxation of a dipole in K sin²θ**

For s = K/kT ≫ 1, the slowest relaxation time of a dipole diffusing on the sphere is τ₀ = √π eˢ/(4D s^(3/2)), multiplied by 1 + 1/s + 7/(4s²) + …. Here θ is the polar angle, K the barrier height, kT the thermal energy and D the rotational diffusion coefficient. The program asserts that a finite-volume solution of the original Smoluchowski equation agrees with a factorized Legendre calculation, with and without a bias. It also asserts the passage-time integral, the two bounds on the relaxation time, the expansion coefficients within stated tolerances, and the factor of two between transfer time and time to the equator. A further assertion shows that, at s = 30, the diffusion coefficient at the equator sets the time to within 2%. For K = 0.15 eV, T = 300 K and D = 10⁸ s⁻¹, the output gives 105.0 ns from the leading formula and 129.1 ns from the numerical mode. It also sizes the effects of a frozen neighbour, angle-dependent diffusion, temperature, the measuring field, inertia and tunnelling.

## Numerical check

```python
"""
Result under test: a dipole axis diffusing on the sphere in V = K sin^2(theta)
has, for s = K/kT >> 1, the slowest relaxation time
    1/lambda_1 = sqrt(pi) exp(s) / (4 D s^(3/2)) * (1 + 1/s + 7/(4 s^2) + ...).
theta: polar angle; x = cos(theta); D: rotational diffusion coefficient;
lambda_1: smallest nonzero rate of the Smoluchowski operator.
T(x): mean time to reach the equator from x. Functions below use D = 1.
bias = (dipole times field)/kT adds -bias*cos(theta) to V/kT.
"""
import numpy as np
from numpy.polynomial import chebyshev as C
from numpy.polynomial import legendre as L
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfi

NODES, WEIGHTS = L.leggauss(200)
SIZE = 80
NORM = np.sqrt(np.arange(SIZE) + 0.5)
BASIS = L.legvander(NODES, SIZE - 1) * NORM
SLOPE = L.legval(NODES, L.legder(np.eye(SIZE))).T * NORM


def leading_time(s):
    return np.sqrt(np.pi) * np.exp(s) / (4 * s**1.5)


def modes(s, bias=0.0, drop=0.0):
    """Rates (ascending) and modes psi = u*sqrt(Boltzmann weight).

    The operator is B^T B, so rates are squared singular values of B; this
    keeps exponentially small rates accurate. Without bias only odd modes
    are kept. Diffusion may vary as 1 - drop*sin^2(theta).
    """
    columns = slice(1, None, 2) if bias == 0 else slice(None)
    diffusion = 1 - drop * (1 - NODES**2)
    factor = np.sqrt(WEIGHTS * (1 - NODES**2) * diffusion)
    drift = (s * NODES + bias / 2)[:, None]
    matrix = factor[:, None] * (SLOPE - drift * BASIS)[:, columns]
    _, sing, vt = np.linalg.svd(matrix, full_matrices=False)
    return sing[::-1]**2, BASIS[:, columns] @ vt[::-1].T


def relaxation_time(s, bias=0.0, drop=0.0):
    rates, _ = modes(s, bias, drop)
    return 1 / rates[0 if bias == 0 else 1]


def finite_volume_time(s, bias=0.0, cells=400):
    """Slowest time from the Smoluchowski equation in theta itself."""
    h = np.pi / cells
    centre = (np.arange(cells) + 0.5) * h
    matrix = np.zeros((cells, cells))
    for i in range(cells - 1):
        face = (i + 1) * h
        force = s * np.sin(2 * face) + bias * np.sin(face)
        from_left = np.sin(face) * (1 / h - force / 2)
        from_right = np.sin(face) * (1 / h + force / 2)
        left, right = h * np.sin(centre[i]), h * np.sin(centre[i + 1])
        matrix[i, i] -= from_left / left
        matrix[i, i + 1] += from_right / left
        matrix[i + 1, i] += from_left / right
        matrix[i + 1, i + 1] -= from_right / right
    rates = np.sort(-np.linalg.eigvals(matrix).real)
    assert abs(rates[0]) < 1e-6
    return 1 / rates[1]


def tail(s, y):
    """Integral of exp(s z^2) from y to 1."""
    root = np.sqrt(s)
    return np.sqrt(np.pi) / (2 * root) * (erfi(root) - erfi(root * y))


def passage_integrals(s):
    """T(1) and the hemisphere Boltzmann average of T, by quadrature."""
    def pole(y):
        return np.exp(-s * y * y) * tail(s, y) / (1 - y * y)

    def mean(y):
        return pole(y) * tail(s, y) / tail(s, 0.0)
    return (quad(pole, 0, 1, epsabs=0, epsrel=1e-10, limit=200)[0],
            quad(mean, 0, 1, epsabs=0, epsrel=1e-10, limit=200)[0])


def passage_collocation(s, target, size=50):
    """Mean time from x = 1 to x = target from its differential equation."""
    t = np.cos(np.pi * (np.arange(size - 1) + 0.5) / (size - 1))
    x = target + (1 - target) * (t + 1) / 2
    scale = 2 / (1 - target)
    first = C.chebval(t, C.chebder(np.eye(size))).T * scale
    second = C.chebval(t, C.chebder(np.eye(size), 2)).T * scale**2
    drift = -2 * x + 2 * s * x * (1 - x * x)
    matrix = np.zeros((size, size))
    matrix[:-1] = (1 - x * x)[:, None] * second + drift[:, None] * first
    matrix[-1] = (-1.0)**np.arange(size)
    right = -np.ones(size)
    right[-1] = 0
    return np.linalg.solve(matrix, right).sum()


def order_parameter(s):
    weight = WEIGHTS * np.exp(s * (NODES**2 - 1))
    return 1.5 * (weight @ NODES**2) / weight.sum() - 0.5


def slow_share(s, observable):
    """Share of the slowest mode in the equilibrium autocorrelation."""
    _, psi = modes(s)
    half = np.exp(s * (NODES**2 - 1) / 2)
    overlap = WEIGHTS @ (psi[:, 0] * half * observable)
    return overlap**2 / (WEIGHTS @ (half * observable)**2)


# Tests of the operator, passage times, bounds and expansion
for s_test, bias_test in ((3.0, 0.0), (5.8, 0.0), (5.8, 0.6)):
    direct = finite_volume_time(s_test, bias_test)
    assert abs(direct / relaxation_time(s_test, bias_test) - 1) < 3e-3

for s_test in (3.0, 8.0):
    solved = passage_collocation(s_test, 0.0)
    assert abs(solved / passage_integrals(s_test)[0] - 1) < 1e-6

for s_test in (1.0, 3.0, 6.0, 10.0):
    upper, lower = passage_integrals(s_test)
    assert lower < relaxation_time(s_test) < upper

transfer_ratio = (passage_collocation(12.0, -0.7)
                  / passage_collocation(12.0, 0.0))
assert abs(transfer_ratio - 2) < 0.02

s_big = 30.0
well = tail(s_big, 0.0) * 2 * s_big * np.exp(-s_big)
barrier = quad(lambda y: np.exp(-s_big * y * y) / (1 - y * y), 0, 0.5)[0]
barrier *= 2 * np.sqrt(s_big / np.pi)
assert abs(s_big * (well - 1) - 0.5) < 0.1
assert abs(s_big * (barrier - 1) - 0.5) < 0.1

ratio_big = relaxation_time(s_big) / leading_time(s_big)
second_coefficient = s_big**2 * (ratio_big - 1 - 1 / s_big)
assert abs(second_coefficient - 1.75) < 0.25
assert slow_share(20.0, np.sign(NODES)) > 0.999

# Only diffusion at the barrier sets the high-barrier time
drop = 0.3
slowdown_big = relaxation_time(s_big, drop=drop) / relaxation_time(s_big)
assert abs(slowdown_big * (1 - drop) - 1) < 0.02

# Worked example: polar rod in a well-ordered nematic, rough inputs
barrier_eV, temperature, diffusion = 0.15, 300.0, 1.0e8
dipole_debye, mass_u, length_nm = 5.0, 250.0, 1.8
spacing_nm, permittivity, field_MV_cm = 0.75, 2.5, 0.01
thermal = const.k * temperature
height = barrier_eV * const.e
s = height / thermal
to_ns = 1e9 / diffusion
tau_lead = leading_time(s) * to_ns
tau_num = relaxation_time(s) * to_ns
tau_first = tau_lead * (1 + 1 / s)
tau_second = tau_lead * (1 + 1 / s + 7 / (4 * s * s))
upper, lower = passage_integrals(s)
rates, _ = modes(s)
order = order_parameter(s)

dipole = dipole_debye * 1e-21 / const.c
pair = dipole**2 / (4 * np.pi * const.epsilon_0 * permittivity
                    * (spacing_nm * 1e-9)**3)
pair_bias = pair / thermal
field_bias = dipole * field_MV_cm * 1e8 / thermal
tau_pair = relaxation_time(s, pair_bias) * to_ns
field_change = relaxation_time(s, field_bias) * to_ns / tau_num - 1
tau_drop = relaxation_time(s, drop=drop) * to_ns

warm = temperature + 10
s_warm = s * temperature / warm
tau_warm = relaxation_time(s_warm) * to_ns
goal = s / order * temperature / warm
s_mean = brentq(lambda q: q / order_parameter(q) - goal, 3.0, s)
tau_mean = relaxation_time(s_mean) * to_ns

inertia = mass_u * const.atomic_mass * (length_nm * 1e-9)**2 / 12
omega = np.sqrt(2 * height / inertia)
friction = thermal / (inertia * diffusion)
# positive root of r^2 + friction*r - omega^2, relative to omega^2/friction
g = omega / friction
inertial_factor = 2 / (1 + np.sqrt(1 + 4 * g * g))
growth = inertial_factor * omega**2 / friction
balance = growth**2 + friction * growth - omega**2
assert abs(balance) < 1e-9 * omega**2
quantum = (const.hbar * omega / thermal)**2 / 24

print("Numerical relaxation time / leading formula, and 1 + 1/s:")
for value in (5.0, 10.0, 20.0, 30.0):
    ratio = relaxation_time(value) / leading_time(value)
    print(f"  s = {value:.0f}: {ratio:.4f}, {1 + 1 / value:.4f}")
print(f"Second coefficient estimated at s=30: {second_coefficient:.3f}")
print(f"Transfer time / equator time at s=12: {transfer_ratio:.4f}")
print(f"Barrier K: {barrier_eV:.2f} eV")
print(f"Temperature: {temperature:.0f} K")
print(f"Diffusion coefficient D: {diffusion:.1e} 1/s")
print(f"Reduced barrier s: {s:.3f}")
print(f"Order parameter: {order:.3f}")
print(f"Free Debye time 1/(2D): {to_ns / 2:.2f} ns")
print(f"Leading relaxation time: {tau_lead:.1f} ns")
print(f"With 1/s term: {tau_first:.1f} ns")
print(f"With 1/s and 1/s^2 terms: {tau_second:.1f} ns")
print(f"Numerical relaxation time: {tau_num:.1f} ns")
print(f"Numerical / leading time: {tau_num / tau_lead:.3f}")
print(f"Lower bound, mean equator time: {lower * to_ns:.2f} ns")
print(f"Upper bound, pole to equator: {upper * to_ns:.2f} ns")
print(f"Loss-peak frequency: {1e3 / (2 * np.pi * tau_num):.3f} MHz")
print(f"Next odd-mode time: {to_ns / rates[1]:.3f} ns")
print(f"Slow share of cos(theta): {slow_share(s, NODES):.4f}")
share = slow_share(s, np.sign(NODES))
print(f"Slow share of population difference: {share:.4f}")
print(f"Dipole: {dipole_debye:.1f} debye")
print(f"Neighbour spacing: {spacing_nm:.2f} nm")
print(f"Screening permittivity: {permittivity:.1f}")
print(f"Neighbour dipole energy / kT: {pair_bias:.3f}")
print(f"Time with frozen neighbour: {tau_pair:.1f} ns")
print(f"Reduction of D at equator: {100 * drop:.0f} %")
print(f"Time with reduced equatorial D: {tau_drop:.1f} ns")
print(f"Time at {warm:.0f} K, K and D fixed: {tau_warm:.1f} ns")
print(f"s at {warm:.0f} K, K following order: {s_mean:.3f}")
print(f"Time at {warm:.0f} K, K following order: {tau_mean:.1f} ns")
print(f"Measuring field: {field_MV_cm:.2f} MV/cm")
print(f"Dipole energy in field / kT: {field_bias:.5f}")
print(f"Relative time change by field: {field_change:.2e}")
print(f"Rod mass: {mass_u:.0f} u")
print(f"Rod length: {length_nm:.1f} nm")
print(f"Moment of inertia: {inertia:.3e} kg m^2")
print(f"Barrier angular frequency: {omega:.3e} rad/s")
print(f"Angular-velocity decay time: {1e15 / friction:.2f} fs")
print(f"Relative rate loss by inertia: {1 - inertial_factor:.2e}")
print(f"Relative rate gain by tunnelling: {quantum:.2e}")
print("all assertions hold")
```

Running it gives:

```
Numerical relaxation time / leading formula, and 1 + 1/s:
  s = 5: 1.2555, 1.2000
  s = 10: 1.1241, 1.1000
  s = 20: 1.0551, 1.0500
  s = 30: 1.0355, 1.0333
Second coefficient estimated at s=30: 1.920
Transfer time / equator time at s=12: 1.9987
Barrier K: 0.15 eV
Temperature: 300 K
Diffusion coefficient D: 1.0e+08 1/s
Reduced barrier s: 5.802
Order parameter: 0.700
Free Debye time 1/(2D): 5.00 ns
Leading relaxation time: 105.0 ns
With 1/s term: 123.0 ns
With 1/s and 1/s^2 terms: 128.5 ns
Numerical relaxation time: 129.1 ns
Numerical / leading time: 1.230
Lower bound, mean equator time: 128.31 ns
Upper bound, pole to equator: 130.82 ns
Loss-peak frequency: 1.233 MHz
Next odd-mode time: 0.685 ns
Slow share of cos(theta): 0.9888
Slow share of population difference: 0.9942
Dipole: 5.0 debye
Neighbour spacing: 0.75 nm
Screening permittivity: 2.5
Neighbour dipole energy / kT: 0.572
Time with frozen neighbour: 116.1 ns
Reduction of D at equator: 30 %
Time with reduced equatorial D: 177.2 ns
Time at 310 K, K and D fixed: 113.0 ns
s at 310 K, K following order: 5.427
Time at 310 K, K following order: 99.0 ns
Measuring field: 0.01 MV/cm
Dipole energy in field / kT: 0.00403
Relative time change by field: -5.51e-06
Rod mass: 250 u
Rod length: 1.8 nm
Moment of inertia: 1.121e-43 kg m^2
Barrier angular frequency: 6.548e+11 rad/s
Angular-velocity decay time: 2.71 fs
Relative rate loss by inertia: 3.14e-06
Relative rate gain by tunnelling: 1.16e-05
all assertions hold
```
